Does a passive scanning thermal probe read the surface temperature?

**The argument under review**

The manuscript maps the temperature of a heated oxide surface with a thermocouple at the apex of a scanning tip. The probe is passive: it has no heater, and the far end of its cantilever is held at ambient temperature. The argument runs: "The tip is in solid contact with the surface. The apparatus is in vacuum, so no gas disturbs the reading. We wait until the signal is steady. The thermocouple has then reached the temperature of the surface, and the map is a temperature map."

The thermocouple does report the temperature of its own junction, and waiting does remove transients. The step that needs examination is the last one. A steady signal means that as much heat enters the junction as leaves it. Equality with the surface temperature requires more: that no heat flows between surface and junction. How far apart are the two temperatures when the other end of the probe is anchored at ambient?

**Conventions and the response of the sample**

All temperatures below are rises above the common temperature of ambient and probe base. Let θ_s be the surface rise before contact, taken as uniform over the small contact area, and θ_p the sensor rise. Heat flow q is positive from sample to probe. Conductivities do not depend on temperature, and the powers and fixed temperatures that drive the sample are unchanged by contact.

The heat equation in the sample is then linear. Its solution with the probe attached is the undisturbed solution plus the response to extracting q at the contact. That response is proportional to q, so the contact surface stands at

θ_contact = θ_s − q R_s.

R_s is the spreading resistance of the sample. This form survives any inhomogeneity of the material, which changes the value of R_s but not the linearity. The measurement itself therefore cools the spot being measured.

Between the contact surface and the sensor lie the interface, R_i, and the tip apex, R_a. If no heat is lost on the way,

θ_p = θ_s − q (R_s + R_i + R_a) = θ_s − q R_ts.

On the other side, the upper tip and cantilever carry the same q to the base at zero rise:

θ_p = q R_c.

Inserting q = θ_p/R_c into the first relation gives θ_p (1 + R_ts/R_c) = θ_s, hence

θ_p = D θ_s,  D = R_c/(R_c + R_ts).

This is a voltage divider with heat flow as the current. The manuscript's claim is its limit R_c ≫ R_ts. In the opposite limit, θ_p ≈ θ_s R_c/R_ts, and the image is as much a map of contact resistance as of temperature.

It does not help to redefine "surface temperature" as the value under the loaded tip. That value obeys θ_p = θ_contact R_c/(R_c + R_i + R_a), without R_s. Multiplying it by D would count the spreading twice.

A numerical network shows the difference. It has 11 × 11 × 6 sample nodes with random conductances, a buried source of power 10, and a probe with apex resistance 0.5, all in dimensionless units. The surface node stands at 0.48146 before contact and 0.38947 during contact. The full solution gives a sensor rise of 0.24985, and D θ_s gives the same figure. Here D = 0.24985/0.48146 = 0.519, so applying D to the loaded temperature would give 0.202.

**The resistances**

*Spreading.* Take a half-space of conductivity k and an isothermal contact disc of radius a. Try the flux density

j(r) = q/[2πa √(a² − r²)],

which integrates to q over the disc. A surface element dA carrying j changes the temperature at distance s by j dA/(2πks). Around any point P of the disc, dA = s ds dφ, so the factor s cancels and the integral runs along chords through P. On a chord of half-length c, with u measured from its midpoint, a² − r² = c² − u², and ∫du/√(c² − u²) from −c to c is π. The chord angle covers a range π. The temperature change is therefore

[1/(2πk)] · [q/(2πa)] · π · π = q/(4ka),

the same at every P, as an isothermal disc requires. Hence R_s = 1/(4ka).

*Interface.* With ρ the temperature drop per unit flux density, and uniform flux, R_i = ρ/(πa²).

*Tip.* For a cone of half-angle α, treated as a stack of isothermal slices, the radius r grows by dr = tan α dz. From radius a to radius b,

R = ∫ dz/(k π r²) = [1/(πk tan α)] ∫ dr/r² = (1/a − 1/b)/(πk tan α).

*Cantilever.* Without side loss, and with heat entering evenly across the width, its resistance is L/(kA), where kA is the sum over nitride and metal lines.

**The case in numbers**

The following are rough typical values for a probe of this kind:

- surface rise 60 K above 300 K, contact radius 30 nm;
- k = 1.4 W/(m K) for thick silicon dioxide and 10 W/(m K) for the metal-coated tip, taken as uniform;
- ρ = 1.0 × 10⁻⁸ m² K/W;
- cone half-angle 20°, sensor where the cone radius is 200 nm, cone ending at 2 µm;
- silicon nitride cantilever 150 µm × 50 µm × 0.5 µm with k = 3 W/(m K), plus metal lines of total section 0.36 µm² with k = 50 W/(m K), so that kA = 93 pW m/K.

The formulas give, in K/µW,

R_ts = 5.952 (spreading) + 3.537 (interface) + 2.478 (apex) = 11.967,

R_c = 0.394 (upper tip) + 1.613 (cantilever) = 2.006,

where the last digit reflects rounding. Then

D = 2.006/(2.006 + 11.967) = 0.1436,

θ_p = 0.1436 × 60 K = 8.6 K.

The probe draws q = 60/13.973 = 4.294 µW. The sample surface under the tip falls by 4.294 × 5.952 = 25.6 K, to 34.4 K. The interface takes another 15.2 K and the apex 10.6 K, which leaves the 8.6 K at the sensor. The disturbance is local: 1 µm away the surface is cooled by q/(2πk × 1 µm) = 0.49 K.

To obtain D = 0.95 one needs R_c = 19 R_ts = 227 K/µW, over a hundred times the present value.

**What this does to the map**

Suppose the tip moves from the oxide to silicon at the same 60 K rise, with contact radius and interface resistance held fixed. With k = 140 W/(m K) the diffusive spreading resistance is a hundred times smaller, and the reading becomes 14.9 K. The map shows a step of 6.3 K where the surface temperature has none.

On silicon, however, phonons cross a 30 nm contact without much scattering. A gas of carriers with heat capacity C per volume and speed v sends a flux Cv δθ/4 through an opening of area πa², which gives a ballistic resistance 4/(πa²Cv). Many phonons in silicon are much slower than sound, so take an average group velocity v of roughly 2000 m/s. With C = 1.66 × 10⁶ J/(m³ K) the mean free path 3k/(Cv) is about 130 nm, longer than the contact is wide, and the ballistic resistance is about 0.4 K/µW, more than the diffusive 0.06 K/µW. Adding it lowers the silicon reading by about 0.7 K, so most of the false step remains.

Contact radius acts in the same way. On the oxide, with everything else fixed, the reading is 5.3 K for a = 20 nm and 11.8 K for a = 40 nm. Converted with the D of a 30 nm contact, these would be reported as 37 K and 82 K for a surface at 60 K. A single calibration factor is therefore valid for the sample structure, contact force and tip condition under which it was found.

**A second case: the probe is warmed before contact**

The manuscript excludes gas but not radiation, and readers may apply its method in air. Let θ_nc be the sensor rise just before contact, caused by any background or by a heater in the probe. If contact leaves that heating unchanged, and no heat enters or leaves between contact and sensor, linearity of the probe gives

θ_p = θ_nc + q R_c,  θ_p = θ_s − q R_ts.

Subtracting, q = (θ_s − θ_nc)/(R_c + R_ts), and so

θ_p = θ_nc + D (θ_s − θ_nc) = D θ_s + (1 − D) θ_nc.

To find θ_nc and the altered R_c, let the lower and upper faces of the cantilever (width w) exchange heat with coefficients h₁ and h₂. The lower face sees a surface at rise θ₁, the upper face sees ambient. At distance x from the tip end,

kA θ″ = w[h₁(θ − θ₁) + h₂θ] = w(h₁ + h₂)(θ − θ_e),  θ_e = h₁θ₁/(h₁ + h₂).

Define m² = w(h₁ + h₂)/(kA). The base condition is θ(L) = 0.

With θ_e = 0 and heat q entering at x = 0, the solution is θ = θ(0) sinh[m(L − x)]/sinh(mL). Then q = −kA θ′(0) = kA m θ(0)/tanh(mL), and the cantilever resistance is

θ(0)/q = (L/kA) tanh(mL)/(mL).

With no heat entering at x = 0, θ′(0) = 0 selects θ = θ_e + B cosh(mx). The base condition gives B = −θ_e/cosh(mL), so

θ_nc = θ_e [1 − 1/cosh(mL)].

*Radiation.* For black surfaces, linearised at 300 K, h₁ = h₂ = 4σT³ = 6.1 W/(m² K) and mL = 0.385. If the hot area is small, so that the cantilever sees ambient, the reading falls from 8.6 K to 8.3 K. If the whole plate below is at 60 K, the probe shows 2.1 K before contact and 10.1 K in contact. Real emissivities reduce this. Linearising at ambient acts the other way: the exchange with a plate at 360 K is 1.34 times larger than assumed.

Radiation also limits the remedy of a more resistive cantilever. At fixed face area the side conductance G = w(h₁ + h₂)L is fixed, and (mL)² = G L/(kA). For large mL the resistance tends to √[(L/kA)/G], so it grows as the square root of L/(kA).

*Air.* The cone is 5.4 µm high, and a tilted cantilever rises away from the surface, so take conduction across an effective gap of 10 µm below and over a distance w above, with k = 0.026 W/(m K). Then h₁ = 2600 and h₂ = 520 W/(m² K), and mL = 6.1. Over a small hot spot the reading drops to 3.1 K, because the gas shunts the cantilever. This one-dimensional estimate is rough, since the heat decays along the cantilever within about half its width; allowing for spreading across the width puts the reading between about 3 and 4 K, depending on how far the cantilever extends beyond the tip, on its tilt and on how the metal lines run. Over a wide hot plate the one-dimensional estimate gives 49.8 K before contact and 50.3 K after. The second reading looks like a fair surface temperature, yet contact contributed less than 1 K of it, even with spreading allowed for. A wide plate also warms the air above the cantilever, which is taken as ambient here. That raises the reading before contact and leaves even less for the contact to add. Closeness to the expected value is thus no evidence that the contact equilibrated.

**A measurement that would support the claim**

The background relation suggests a cure that needs no value of R_c or R_ts. Heat the probe on the base side of the sensor or at the sensor itself, and record the reading before and after contact at two heater powers. The slope of θ_p against θ_nc is s = 1 − D. Substituting D = 1 − s and solving,

θ_s = (θ_p − s θ_nc)/(1 − s).

In the example the heater is at the sensor. At zero power the pair (θ_nc, θ_p) is (0, 8.62) K; at 20 µW it is (40.13, 42.98) K. The slope is 34.36/40.13 = 0.856, and the first pair returns 8.62/0.1436 = 60 K.

The same formula can be written

θ_s = θ_p + [s/(1 − s)] (θ_p − θ_nc).

The bracket, here about 6, multiplies any error in the difference θ_p − θ_nc, at balance as well as away from it. A small error δs in the slope changes the result by δs (θ_p − θ_nc)/(1 − s)², which matters only away from balance. When the heater is set so that contact changes nothing, the correction vanishes: no heat crosses the contact, and the sensor reads θ_s. For the example this null needs θ_s/R_c = 29.9 µW. The network above, with the heater a third of the way along the cantilever and surroundings at rise 0.8, returns 0.48146 by the two-power method, equal to its undisturbed surface value. Both contacts must have the same radius, and the heater must not warm the sample before contact.

**How firm are the numbers?**

Adding R_s and R_i assumed two different flux profiles. For a given q, the flux that makes the tip side of the interface isothermal minimises the sum of the quadratic forms for spreading and interface, because the condition for that minimum is a constant total temperature drop. The minimum of a sum is no less than the sum of the separate minima, so the added value is a lower bound on the resistance. Solving for the flux profile gives a reading of 8.4 K, 3% below 8.6 K.

A correction of opposite sign comes from the cantilever. Heat enters it through the narrow base of the tip, not evenly across the width, and must first spread sideways. This adds roughly 0.1 to 0.2 K/µW to R_c and raises the reading by about 3 to 9%, depending on where the metal lines run.

Two further corrections are each below 3%. Curved instead of flat isothermal surfaces raise the apex resistance by a few per cent, which changes the reading by about 1%. If the oxide conductivity rises by a rough 0.1% per kelvin, using its value at the full 60 K rise gives 8.8 K.

The uniform tip conductivity matters more. A real tip is a poorly conducting core with a metal coat, so its effective conductivity changes with radius. For a nitride core and coats 20 to 60 nm thick with 15 to 50 W/(m K), the reading lies between roughly 9.3 and 10.5 K.

The steady state must also be reached. With the tip end insulated, the slowest cantilever mode is cos(πx/2L), which decays in a time 4L²/(π²κ), where κ is kA divided by the heat capacity per length. For 2 × 10⁶ J/(m³ K) this is 5.0 ms, so each pixel needs a dwell of several times that.

Set beside real instruments, a cantilever resistance of order 1 K/µW and a contact of some tens of nanometres are reasonable for microfabricated thermocouple probes in vacuum, though designs vary widely. The assumption most easily broken is that of a smooth, solid contact of known radius. The range from 20 to 40 nm moves the reading from 5.3 to 11.8 K, more than the other corrections in this section. In air a water meniscus may add a parallel path; that path, gas conduction close to the apex and near-field radiation are not included here. A resistive sensor that averages along the cantilever needs its own weighting, since it does not report the temperature of one point.

**Recommendation**

The data may stand as maps of sensor temperature. To call them surface temperature maps, the manuscript should report readings before and after contact. It should then either determine s wherever the material, the layers beneath it or the contact change, and correct with it, or repeat the measurement at the null, found point by point. One value of s per material is enough only if the contact stays the same across the map, and so does the structure beneath it. A change of material ten contact radii down still shows, the more so if what lies below conducts poorly. In the example, with a true rise of 60 K, 300 nm of oxide corrected with the s of thick oxide gives 61 K on silicon, 58 K on a layer with k = 0.2 W/(m K), and about 54 K as a suspended membrane of 50 µm radius. A thin oxide film on silicon, for example, needs a different s from thick oxide.

Computed results

```
network test: surface rise before contact: 0.48146
network test: surface rise in contact: 0.38947
network test: sensor, full solution: 0.24985
network test: sensor, divider: 0.24985
network test: recovered surface rise: 0.48146
disc resistance from rings (1/(k a)): 0.25000
uniform-flux disc resistance (1/(k a)): 0.27019
ambient: 300 K
true surface rise: 60.0 K
contact radius: 30 nm
junction radius / upper tip radius: 200 nm / 2000 nm
k oxide, silicon, tip: 1.4, 140.0, 10.0 W/(m K)
interface resistance: 1.0e-08 m2 K/W
cone half-angle: 20 deg
cantilever L, w, t: 150, 50, 0.5 um; k 3.0 W/(m K)
metal lines: area 0.36 um2, k 50.0 W/(m K)
cantilever k*A: 93.0 pW m/K
sample spreading: 5.952 K/uW
interface: 3.537 K/uW
tip apex: 2.478 K/uW
R_ts: 11.967 K/uW
upper tip: 0.394 K/uW
cantilever: 1.613 K/uW
R_c: 2.006 K/uW
divider D: 0.1436
passive reading on oxide: 8.62 K
heat drawn by probe: 4.294 uW
contact surface rise while touched: 34.44 K
cooling 1 um from contact: 0.49 K
passive reading on silicon, same rise: 14.90 K
reading, radius 20 nm: 5.27 K
reading, radius 40 nm: 11.79 K
R_c needed for D = 0.95: 227.4 K/uW
probe heater power: 20.0 uW
heated reading before contact: 40.13 K
heated reading after contact: 42.98 K
slope of after against before: 0.8564
recovered surface rise: 60.00 K
null heater power: 29.90 uW
reading, true contact flux profile: 8.39 K
tip: shells over slices: 1.032
ballistic resistance, oxide: 0.216 K/uW
ballistic resistance, silicon: 0.133 K/uW
reading, oxide k raised 0.1 %/K: 8.83 K
spreading change, 1 um oxide on sink: -1.32 %
radiative coefficient per face: 6.12 W/(m2 K)
radiation: mL: 0.385
radiation, small hot spot: reading: 8.34 K
radiation, wide hot plate: before contact: 2.09 K
radiation, wide hot plate: in contact: 10.14 K
air: k 0.026 W/(m K), gap 10 um, h below/above 2600/520 W/(m2 K)
air: mL: 6.14
air, small hot spot: reading: 3.12 K
air, wide hot plate: before contact: 49.79 K
air, wide hot plate: in contact: 50.32 K
cantilever response time: 4.97 ms
```
